\section*{Angular Correlation and Polarization Entanglement in a J = 0–1–0 Cascade}

\section{Problem}

An isolated atom at rest is prepared in an excited level $a$ with angular momentum $J=0$. It decays to a level $b$ with $J=1$ and then to a stable level $c$ with $J=0$. Both transitions are electric dipole transitions, with angular frequencies $\omega_1$ and $\omega_2$. The two lines are well separated, so that a photon's colour tells whether it is photon 1 or photon 2. There is no nuclear spin, and the three sublevels of $b$ are degenerate unless a field is mentioned. The photons leave in directions $\mathbf k_1$ and $\mathbf k_2$ (unit vectors), with $\mathbf k_1\cdot\mathbf k_2=\cos\theta$.

\begin{enumerate}
\item[(a)] Find the amplitude for emitting photons with polarizations $\boldsymbol\epsilon_1,\boldsymbol\epsilon_2$ and given frequencies.
\item[(b)] Find the normalized joint probability density of the two directions when polarizations and frequencies are not observed.
\item[(c)] Find the polarization state at any $\theta$ and its degree of entanglement. Write the state for $\mathbf k_2=-\mathbf k_1$ in linear and in circular polarizations.
\item[(d)] Find a measurement that distinguishes this back-to-back state from an incoherent mixture of pairs polarized alike along $x$ or along $y$. How does the state change if the second transition is magnetic dipole?
\item[(e)] A magnetic field $B$ along the emission axis splits the sublevels of $b$. Find the entanglement of back-to-back photons when emission times are not recorded.
\item[(f)] Evaluate the results for a model atom with wavelengths 600 nm and 400 nm, dipole amplitudes $D_1=1\,ea_0$ and $D_2=2\,ea_0$ (defined in the solution), $g=1$, and $B=0.05$ and $0.50$ mT.
\end{enumerate}

\section{Solution}

\subsection{(a) The two-photon amplitude}

\paragraph{Dipole matrix elements.}
Choose Cartesian states $|b_j\rangle$, $j=x,y,z$, which transform under rotations like the components of a vector. Since $|a\rangle$ is invariant, $\langle b_j|d_i|a\rangle$ is a tensor of rank two unchanged by every rotation. It must be proportional to $\delta_{ij}$. The same holds for $\langle c|d_i|b_j\rangle$, so
\begin{equation}
\langle b_j|d_i|a\rangle=D_1\delta_{ij},\qquad
\langle c|d_i|b_j\rangle=D_2\delta_{ij}.
\end{equation}
The phases of $|a\rangle$ and $|c\rangle$ are chosen to make $D_1$ and $D_2$ positive. The states of definite $m$ are $|b,m\rangle=\sum_j(\mathbf e_m)_j|b_j\rangle$, with
\begin{equation}
\mathbf e_{\pm1}=\mp\frac{\mathbf x\pm i\mathbf y}{\sqrt2},\qquad
\mathbf e_0=\mathbf z .
\end{equation}
A bra carries the conjugate coefficients, and therefore
\begin{equation}
\langle b,m|\mathbf d|a\rangle=D_1\mathbf e_m^*,\qquad
\langle c|\mathbf d|b,m\rangle=D_2\mathbf e_m .
\end{equation}

\paragraph{Equations of motion.}
In a quantization volume $V$ the interaction is $-\mathbf d\cdot\mathbf E$, with
\begin{equation}
\mathbf E=i\sum_{\mathbf k,\epsilon}\sqrt{\frac{\hbar\omega}{2\varepsilon_0V}}
\left(\boldsymbol\epsilon\,a_{\mathbf k\epsilon}-\boldsymbol\epsilon^*a^\dagger_{\mathbf k\epsilon}\right)
\end{equation}
at the atom. Its emission part is $+i\sqrt{\hbar\omega/2\varepsilon_0V}\,(\boldsymbol\epsilon^*\cdot\mathbf d)a^\dagger$. Dividing by $i\hbar$, as the Schr\"odinger equation requires, gives real couplings
\begin{equation}
g_n=D_n\sqrt{\frac{\omega_n}{2\hbar\varepsilon_0V}},\qquad n=1,2,
\end{equation}
where the slow variation of $\omega$ across a narrow line is neglected. Let $\delta_n$ be the frequency of photon $n$ minus $\omega_n$. In the interaction picture, with the rotating-wave approximation,
\begin{align}
a(t)&=e^{-\Gamma_at/2},\\
\dot b_m&=g_1(\boldsymbol\epsilon_1^*\cdot\mathbf e_m^*)e^{i\delta_1t}a(t)-\tfrac12\Gamma_bb_m,\\
\dot c&=g_2\sum_m(\boldsymbol\epsilon_2^*\cdot\mathbf e_m)e^{i\delta_2t}b_m .
\end{align}
Here $b_m$ is the amplitude with photon 1 present, and $c$ that with both photons present.

\paragraph{Decay rates.}
The damping terms come from the emitted field acting back on the atom. For level $b$, eliminating $c$ gives
\begin{equation}
\dot b_m\big|_{\rm decay}=-\sum_{m'}\sum_{\mathbf k,\epsilon}g_2^2
(\boldsymbol\epsilon\cdot\mathbf e_m^*)(\boldsymbol\epsilon^*\cdot\mathbf e_{m'})
\int_0^t e^{-i\delta_2(t-t')}b_{m'}(t')\,dt' .
\end{equation}
The field has a broad spectrum, so $b_{m'}(t')$ may be replaced by $b_{m'}(t)$. This is the pole approximation. The time integral becomes $\pi\delta(\delta_2)$ plus a part that shifts the level and is absorbed in the transition frequencies $\omega_1$ and $\omega_2$. The mode sum is $V(2\pi c)^{-3}\int\omega^2d\omega\,d\Omega$, where $c$ in such factors is the speed of light. With
\begin{equation}
K_n=\frac{V\omega_n^2g_n^2}{(2\pi c)^3}
=\frac{D_n^2\omega_n^3}{16\pi^3\hbar\varepsilon_0c^3},
\end{equation}
the angular part follows from the transverse polarization sum:
\begin{equation}
\int d\Omega\,(\delta_{ij}-k_ik_j)=4\pi\delta_{ij}-\frac{4\pi}{3}\delta_{ij}
=\frac{8\pi}{3}\delta_{ij}.
\end{equation}
Since $\mathbf e_m^*\cdot\mathbf e_{m'}=\delta_{mm'}$, the sublevels decay equally and do not mix. The amplitude decays at $\Gamma_b/2=\pi K_2(8\pi/3)$, hence
\begin{equation}
\Gamma_b=\frac{16\pi^2}{3}K_2=\frac{\omega_2^3D_2^2}{3\pi\varepsilon_0\hbar c^3}.
\end{equation}
Level $a$ can decay to three sublevels, each contributing $8\pi/3$, so
\begin{equation}
\Gamma_a=16\pi^2K_1=\frac{\omega_1^3D_1^2}{\pi\varepsilon_0\hbar c^3}.
\end{equation}

\paragraph{Solution at long times.}
Write $b_m=g_1(\boldsymbol\epsilon_1^*\cdot\mathbf e_m^*)\beta(t)$. With $\beta(0)=0$,
\begin{equation}
\beta(t)=\frac{e^{(i\delta_1-\Gamma_a/2)t}-e^{-\Gamma_bt/2}}{Q},\qquad
Q=i\delta_1+\frac{\Gamma_b-\Gamma_a}{2}.
\end{equation}
Define $A=\Gamma_a/2-i(\delta_1+\delta_2)$ and $F=\Gamma_b/2-i\delta_2$. Then
\begin{equation}
\int_0^\infty e^{i\delta_2t}\beta(t)\,dt
=\frac1Q\left(\frac1A-\frac1F\right)=\frac{F-A}{QAF}=\frac1{AF},
\end{equation}
because $F-A=(\Gamma_b-\Gamma_a)/2+i\delta_1=Q$. The case $Q=0$ follows by continuity.

The path through $b$ is not recorded, so the contributions of its sublevels add as amplitudes. Completeness, $\sum_m(\mathbf e_m^*)_i(\mathbf e_m)_j=\delta_{ij}$, gives
\begin{equation}
\sum_m(\boldsymbol\epsilon_1^*\cdot\mathbf e_m^*)(\boldsymbol\epsilon_2^*\cdot\mathbf e_m)
=\boldsymbol\epsilon_1^*\cdot\boldsymbol\epsilon_2^* .
\end{equation}
The required amplitude is
\begin{equation}
c(\infty)=\frac{g_1g_2\,(\boldsymbol\epsilon_1^*\cdot\boldsymbol\epsilon_2^*)}
{\left[\Gamma_a/2-i(\delta_1+\delta_2)\right]\left[\Gamma_b/2-i\delta_2\right]} .
\label{eq:amplitude}
\end{equation}
The first resonance expresses energy conservation for the pair within the width of $a$; the second is the line of the transition $b\to c$. The frequencies are correlated with each other, but the polarization factor is the same at every frequency. This separation relies on the degeneracy of $b$.

\subsection{(b) Angular correlation}

For either photon, $\sum_\epsilon\epsilon_i^*\epsilon_j=\delta_{ij}-k_ik_j$. This projector is real and symmetric, so
\begin{align}
\sum_{\epsilon_1,\epsilon_2}|\boldsymbol\epsilon_1^*\cdot\boldsymbol\epsilon_2^*|^2
&=\sum_{ij}(\delta_{ij}-k_{1i}k_{1j})(\delta_{ij}-k_{2i}k_{2j})\nonumber\\
&=3-1-1+(\mathbf k_1\cdot\mathbf k_2)^2=1+\cos^2\theta .
\end{align}

For the frequency integral, use $s=\delta_1+\delta_2$ in place of $\delta_1$ at fixed $\delta_2$; the Jacobian is one. The lines are narrow compared with their frequencies, so the limits may be extended to infinity:
\begin{equation}
\int_{-\infty}^{\infty}\frac{ds}{s^2+\Gamma_a^2/4}
\int_{-\infty}^{\infty}\frac{d\delta_2}{\delta_2^2+\Gamma_b^2/4}
=\frac{2\pi}{\Gamma_a}\frac{2\pi}{\Gamma_b}.
\end{equation}
The mode densities and squared couplings supply $K_1K_2$. Since $K_1/\Gamma_a=1/(16\pi^2)$ and $K_2/\Gamma_b=3/(16\pi^2)$,
\begin{equation}
p(\mathbf k_1,\mathbf k_2)=\frac{4\pi^2K_1K_2}{\Gamma_a\Gamma_b}(1+\cos^2\theta)
=\frac{3}{64\pi^2}(1+\cos^2\theta).
\end{equation}
The normalization can be checked by integrating over both directions:
\begin{equation}
\frac{3}{64\pi^2}\,(4\pi)(2\pi)\int_{-1}^{1}(1+u^2)\,du
=\frac{3}{64\pi^2}\,8\pi^2\,\frac83=1 .
\end{equation}
Independent isotropic photons would have density $1/(16\pi^2)$. Relative to this value,
\begin{equation}
W(\theta)=16\pi^2p=\frac34(1+\cos^2\theta).
\end{equation}

The angular law has a direct physical reading. Detecting photon 1 with polarization $\boldsymbol\epsilon_1$ leaves the atom in $\sum_j(\boldsymbol\epsilon_1^*)_j|b_j\rangle$. The second transition then radiates like a dipole along $\boldsymbol\epsilon_1^*$, which is perpendicular to $\mathbf k_1$. Along the axis of $\mathbf k_1$, both transverse dipole directions radiate fully. At right angles to it, one of them points towards the second detector and does not radiate there. The rate is halved.

Each photon alone is isotropic: integrating $p$ over $\mathbf k_2$ leaves $1/(4\pi)$ for every $\mathbf k_1$. The anisotropy belongs to the pair.

\subsection{(c) Polarization state}

The amplitude for an outcome is its overlap with the state. Thus, for fixed directions, Eq.~(\ref{eq:amplitude}) gives
\begin{equation}
|\Psi\rangle\propto\sum_{\epsilon_1,\epsilon_2}
(\boldsymbol\epsilon_1^*\cdot\boldsymbol\epsilon_2^*)\,
|\boldsymbol\epsilon_1\rangle_1|\boldsymbol\epsilon_2\rangle_2 ,
\end{equation}
where each sum runs over two orthonormal transverse vectors. The spectral factor is common to all terms, so leaving frequencies and times unrecorded does not make the polarization state mixed.

Take $\mathbf k_1=\mathbf z$ and $\mathbf k_2=(\sin\theta,0,\cos\theta)$. Let $\mathbf s=\mathbf y$ be normal to the plane of emission, and choose the in-plane vectors
\begin{equation}
\mathbf p_1=\mathbf x,\qquad \mathbf p_2=(\cos\theta,0,-\sin\theta).
\end{equation}
Then $\mathbf s\cdot\mathbf s=1$, $\mathbf p_1\cdot\mathbf p_2=\cos\theta$, and the mixed products vanish:
\begin{equation}
|\Psi(\theta)\rangle=\frac{|ss\rangle+\cos\theta\,|p_1p_2\rangle}{\sqrt{1+\cos^2\theta}} .
\end{equation}
For a pure pair with normalized $2\times2$ coefficient matrix $M$, the concurrence is $C=2|\det M|$. It is zero for a product state and one for a maximally entangled state. Here
\begin{equation}
C(\theta)=\frac{2|\cos\theta|}{1+\cos^2\theta}.
\end{equation}
At $90^\circ$ the state is the product $|ss\rangle$: each photon has a definite linear polarization normal to the plane of emission, and there is no entanglement.

For back-to-back photons $\theta=\pi$ and $\mathbf p_2=-\mathbf x$. Hence $|p_1p_2\rangle=-|xx\rangle$, and this minus sign cancels $\cos\pi=-1$:
\begin{equation}
|\Psi(\pi)\rangle=\frac{|xx\rangle+|yy\rangle}{\sqrt2}.
\label{eq:bell}
\end{equation}
Both photons are referred to the same laboratory axes.

Positive helicity means $(\mathbf x+i\mathbf y)/\sqrt2$ for photon 1, but $(\mathbf x-i\mathbf y)/\sqrt2$ for photon 2, which travels along $-\mathbf z$. The amplitude for two positive helicities is proportional to
\begin{equation}
\frac{(\mathbf x-i\mathbf y)}{\sqrt2}\cdot\frac{(\mathbf x+i\mathbf y)}{\sqrt2}=1,
\end{equation}
and for positive and negative helicity it is proportional to
\begin{equation}
\frac{(\mathbf x-i\mathbf y)}{\sqrt2}\cdot\frac{(\mathbf x-i\mathbf y)}{\sqrt2}
=\frac{1-1}{2}=0 .
\end{equation}
Reversing both helicities conjugates these products. With the phases just chosen,
\begin{equation}
|\Psi(\pi)\rangle=\frac{|{+}{+}\rangle+|{-}{-}\rangle}{\sqrt2}.
\end{equation}
Equal helicities in opposite directions carry opposite angular momenta along $z$. Their sum is zero, as required by the initial and final atomic states.

If photon 2 deviates from the opposite direction by a small angle $\eta$, then
\begin{equation}
1-C=\frac{(1-\cos\eta)^2}{1+\cos^2\eta}\simeq\frac{\eta^4}{8}.
\end{equation}
This describes one definite pair of directions. Wide apertures require an average of the density matrices over the accepted directions.

\subsection{(d) Coherence and the role of parity}

Place linear analysers at angles $\alpha$ and $\beta$ from $\mathbf x$. From Eq.~(\ref{eq:bell}), the probability that both photons pass is
\begin{equation}
P(\alpha,\beta)=\frac12(\cos\alpha\cos\beta+\sin\alpha\sin\beta)^2
=\frac12\cos^2(\alpha-\beta).
\end{equation}
An equal mixture of $xx$ and $yy$ pairs instead gives
\begin{equation}
P_{\rm mix}(\alpha,\beta)=\frac12
(\cos^2\alpha\cos^2\beta+\sin^2\alpha\sin^2\beta).
\end{equation}
Both descriptions agree when the analysers are set along $x$ or $y$. At $45^\circ$ and $135^\circ$, however, the pure state gives zero and the mixture gives $1/4$. This setting tests the coherence between the two terms.

Each electric dipole transition changes parity, so $a$ and $c$ have equal parity. If the second transition is magnetic dipole, they have opposite parity. The atom then couples to the magnetic field of photon 2, and $\boldsymbol\epsilon_2$ is replaced by $\mathbf k_2\times\boldsymbol\epsilon_2$ in the polarization factor. This vector runs over a transverse basis when $\boldsymbol\epsilon_2$ does, so the sum $1+\cos^2\theta$ is unchanged. The state does change. For $\mathbf k_2=-\mathbf z$,
\begin{equation}
\mathbf k_2\times\mathbf x=-\mathbf y,\qquad \mathbf k_2\times\mathbf y=\mathbf x,
\end{equation}
so the amplitudes for $xx$, $xy$, $yx$, $yy$ are $0,1,-1,0$. The result is $(|xy\rangle-|yx\rangle)/\sqrt2$. The angular correlation alone therefore cannot identify the polarization state.

\subsection{(e) Splitting of the intermediate level}

Let the field point along $z$, the common emission axis. The energies of $b$ shift by $mg\mu_BB$, and the outer sublevels are separated by
\begin{equation}
\hbar\Delta=2g\mu_BB .
\end{equation}
The sublevel $m=0$ has its dipole along $z$ and does not contribute. For $m=+1$, photon 1 has polarization $\mathbf e_{+1}^*$ and photon 2 has $\mathbf e_{+1}$; both helicities are negative. For $m=-1$ both are positive. If the atom spends a time $\tau$ in $b$, the pair state is
\begin{equation}
|\psi(\tau)\rangle=\frac{e^{i\Delta\tau/2}|{+}{+}\rangle
+e^{-i\Delta\tau/2}|{-}{-}\rangle}{\sqrt2}.
\end{equation}
The small effect of the splitting on the couplings is neglected. For a known $\tau$, the state remains maximally entangled. Unrecorded delays have the distribution $\Gamma_be^{-\Gamma_b\tau}$, and the density matrix must be averaged. Its diagonal elements remain $1/2$, while the coherence becomes
\begin{equation}
r=\frac12\int_0^\infty\Gamma_be^{-\Gamma_b\tau}e^{i\Delta\tau}d\tau
=\frac{1}{2(1-ix)},\qquad x=\frac{\Delta}{\Gamma_b}.
\end{equation}

For a mixed state, the concurrence uses the square roots of the eigenvalues of $\rho\tilde\rho$, where $\tilde\rho=(\sigma_y\otimes\sigma_y)\rho^*(\sigma_y\otimes\sigma_y)$. It is the largest root minus the others, or zero if this difference is negative. In the space of $|{+}{+}\rangle$ and $|{-}{-}\rangle$, conjugation changes $r$ to $r^*$, and the spin flip exchanges the two states and restores $r$. Thus $\tilde\rho=\rho$, the nonzero roots are $\frac12\pm|r|$, and
\begin{equation}
C=2|r|=\frac{1}{\sqrt{1+x^2}} .
\end{equation}

The splitting also shows in linear polarizations. Inserting the circular vectors gives
\begin{equation}
|\psi(\tau)\rangle=\frac{\cos(\Delta\tau/2)(|xx\rangle+|yy\rangle)
+\sin(\Delta\tau/2)(|xy\rangle-|yx\rangle)}{\sqrt2}.
\end{equation}
At $45^\circ$ and $135^\circ$ the first bracket gives zero and the second gives one. The coincidence probability is $\frac12\sin^2(\Delta\tau/2)$, with average
\begin{equation}
P_\perp=\frac14\left(1-\frac{1}{1+x^2}\right)=\frac{x^2}{4(1+x^2)} .
\end{equation}
This value does not measure the loss of coherence alone. For analysers at $\alpha$ and $\beta$ the two brackets combine to the probability $\frac12\cos^2(\beta-\alpha-\Delta\tau/2)$, whose average is
\begin{equation}
P(\alpha,\beta)=\frac14\left[1+C\cos\big(2(\beta-\alpha)-\arctan x\big)\right].
\end{equation}
The phase of $r$ rotates the correlation by $\frac12\arctan x$, which can be undone by turning one analyser. The modulus of $r$ sets the contrast $C$, and the smallest coincidence probability is $(1-C)/4$. For $x\ll1$ the atom decays before an appreciable phase develops. For $x\gg1$ the coherence disappears, although the two helicities remain equal in every pair.

\subsection{(f) Numerical values}

The model gives $\Gamma_a=2.814\times10^7\ \mathrm{s^{-1}}$ and $\Gamma_b=1.266\times10^8\ \mathrm{s^{-1}}$. Their ratio follows from the rate formulas:
\begin{equation}
\frac{\Gamma_b}{\Gamma_a}=\frac13\left(\frac{\omega_2}{\omega_1}\right)^3
\left(\frac{D_2}{D_1}\right)^2=\frac13(1.5)^3(2)^2=4.5 .
\end{equation}
The lifetime of $b$ is $1/\Gamma_b=7.90$ ns. Since $\omega_2=4.709\times10^{15}$ rad/s, the ratio $\Gamma_b/\omega_2$ is about $3\times10^{-8}$, consistent with the narrow-line approximation.

The directional results do not depend on these rates:
\begin{center}
\begin{tabular}{ccc}
$\theta$ & $W$ & $C$\\
$90^\circ$ & 0.750 & 0.000\\
$120^\circ$ & 0.938 & 0.800\\
$150^\circ$ & 1.313 & 0.990\\
$180^\circ$ & 1.500 & 1.000
\end{tabular}
\end{center}
Back-to-back emission is twice as probable per solid angle as emission at right angles. Its joint density is $1.5/(16\pi^2)=0.00950\ \mathrm{sr^{-2}}$. At $150^\circ$ the concurrence is still within about one per cent of its maximum, reflecting the quartic dependence on $\eta$.

At $B=0.50$ mT the splitting is $\Delta=8.794\times10^7$ rad/s, so
\begin{equation}
x=\frac{8.7941\times10^7}{1.2663\times10^8}=0.6945,\qquad
C=\frac{1}{\sqrt{1+0.6945^2}}=0.821 .
\end{equation}
The crossed-analyser probability rises from zero to $0.081$, about one third of its strong-field limit $0.25$. That limit belongs to an equal mixture of ${+}{+}$ and ${-}{-}$ pairs, which is not the $xx$/$yy$ mixture of part (d), although the two agree at $45^\circ$ and $135^\circ$. Part of the rise is the rotation by $\frac12\arctan x=17.4^\circ$: with the second analyser turned to $152.4^\circ$ the probability falls to $(1-C)/4=0.045$. At $0.05$ mT, $x=0.069$ and $C=0.998$: the splitting is then small compared with the natural linewidth, and the degenerate result is a good approximation. The crossed-analyser probability is then $0.0012$.

\section*{Computed results}
\begin{verbatim}
wavelength of photon 1: 600 nm
wavelength of photon 2: 400 nm
dipole amplitude D1: 1.0 e a0
dipole amplitude D2: 2.0 e a0
angular frequency of photon 1: 3.1394e+15 rad/s
angular frequency of photon 2: 4.7091e+15 rad/s
decay rate gamma_a: 2.8141e+07 1/s
decay rate gamma_b: 1.2663e+08 1/s
intermediate lifetime: 7.897 ns
total pair probability: 1.000000
joint density at 180 deg: 0.009499 1/sr^2
theta 90 deg: W = 0.7500, C = 0.0000 (no unit)
theta 120 deg: W = 0.9375, C = 0.8000 (no unit)
theta 135 deg: W = 1.1250, C = 0.9428 (no unit)
theta 150 deg: W = 1.3125, C = 0.9897 (no unit)
theta 180 deg: W = 1.5000, C = 1.0000 (no unit)
back-to-back amplitude xx: 0.707107 (no unit)
back-to-back amplitude yy: 0.707107 (no unit)
probability of helicities ++: 0.5000
probability of helicities --: 0.5000
45/135 deg coincidence, pure state: 0.0000
45/135 deg coincidence, xx/yy mixture: 0.2500
g factor: 1.0 (no unit)
magnetic field: 0.05 mT
  splitting Delta: 8.7941e+06 rad/s
  x = Delta/gamma_b: 0.0694 (no unit)
  concurrence: 0.9976 (no unit)
  45/135 deg coincidence: 0.0012 (probability)
magnetic field: 0.50 mT
  splitting Delta: 8.7941e+07 rad/s
  x = Delta/gamma_b: 0.6945 (no unit)
  concurrence: 0.8214 (no unit)
  45/135 deg coincidence: 0.0813 (probability)
\end{verbatim}
